\section*{Two touching conducting spheres in an axial field}

\section*{Problem}

Two perfectly conducting spheres of radius $a$ lie on the $z$ axis in a uniform field $E\hat z$. The pair carries no net charge, and the field varies slowly enough for electrostatics to hold. Gaussian units are used. The polarizability per sphere means half the dipole moment of the pair divided by $E$; it is written $\beta a^3$.

\begin{enumerate}
\item[(a)] Find $\beta$ at contact when each sphere is replaced by a neutral point dipole at its centre.
\item[(b)] Find the exact $\beta$ for touching spheres by inversion about the contact point.
\item[(c)] Find the charge on each touching sphere and its dipole moment about its own centre.
\item[(d)] Decide whether the difference between (a) and (b) is due mainly to higher multipoles or to charge transfer.
\item[(e)] Find $\beta$ for two separately neutral spheres with a small surface gap $s$.
\item[(f)] Join the spheres of (e) by a resistance $R$ and find $\beta(\omega)$. Estimate the gap at which tunnelling alone joins them.
\item[(g)] Evaluate the results for a dilute metal-filled silicone with $a=10\ \mu$m, $s=10$ nm, host permittivity $\epsilon_h=2.7$, applied field $10^{-4}$ MV/cm and frequency 1 kHz.
\end{enumerate}

\section*{Solution}

Parts (a) to (e) are written for vacuum. In a uniform host the potential problem is unchanged for a given $E$, while free charges and effective moments are multiplied by $\epsilon_h$. In a host, $\beta a^3$ is defined as half the effective moment of the pair divided by $\epsilon_hE$, so $\beta$ does not change.

\subsection*{(a) Coupled dipoles}

An isolated conducting sphere has polarizability $a^3$. On the axis, a dipole $p$ produces the field $2p/d^3$ at distance $d$, parallel to itself. Each sphere therefore obeys
\begin{equation}
p=a^3\left(E+\frac{2p}{d^3}\right),\qquad d=2a .
\end{equation}
The last term is $p/4$, so $\tfrac34p=a^3E$ and $\beta=4/3$. No charge can pass between the spheres in this model.

\subsection*{(b) Inversion about the contact}

Put the contact at the origin and the centres at $z=\pm a$. The surfaces are $r^2=\pm2az$. Touching conductors share one potential, and the potential is odd in $z$, so both spheres are at zero. Define
\begin{equation}
\mathbf r'=\frac{R_0^2\,\mathbf r}{r^2},\qquad \Phi(\mathbf r)=\frac{R_0}{r}\Psi(\mathbf r'),\qquad R_0=2a .
\end{equation}
Expanding the square of $\mathbf r'-\mathbf r_0'$ gives
\begin{equation}
|\mathbf r'-\mathbf r_0'|=\frac{R_0^2|\mathbf r-\mathbf r_0|}{r\,r_0}.
\end{equation}
A charge $q'$ at $\mathbf r_0'$ in the inverted problem thus gives
\begin{equation}
\Phi=\frac{R_0}{r}\frac{q'}{|\mathbf r'-\mathbf r_0'|}=\frac{q'r_0/R_0}{|\mathbf r-\mathbf r_0|},
\label{eq:charge}
\end{equation}
which is the potential of a charge $q'r_0/R_0$ at $\mathbf r_0$. Solutions of Laplace's equation therefore map to solutions.

On the spheres $z'=R_0^2z/r^2=\pm2a$. They become two grounded planes, and the space outside the spheres becomes the slab between them. Since $z=R_0^2z'/r'^2$ and $r/R_0=R_0/r'$, the applied potential $-Ez$ becomes
\begin{equation}
\Psi_0=\frac{R_0}{r'}\left(-E\frac{R_0^2z'}{r'^2}\right)=P'\frac{z'}{r'^3},\qquad P'=-8a^3E .
\end{equation}
This is a point dipole midway between the planes. A dipole normal to a grounded plane has an equal image in the same direction, because reflection reverses both the charges and their order. Repeated reflection in planes $4a$ apart places images $P'$ at $z'=4an$, with $n=\pm1,\pm2,\ldots$

Far from the spheres means near $r'=0$. With $Z=4an>0$, the images at $\pm Z$ give on the axis
\begin{equation}
P'\left[-\frac1{(Z-z')^2}+\frac1{(Z+z')^2}\right]\simeq-\frac{4P'z'}{Z^3}.
\end{equation}
The constant terms cancel, so the pair has no net charge. Summing over $n$,
\begin{equation}
\Psi_{\rm ind}\simeq-\frac{4P'z'}{64a^3}\sum_{n=1}^\infty\frac1{n^3}
=\frac{\zeta(3)}2Ez' .
\end{equation}
Transforming back,
\begin{equation}
\Phi_{\rm ind}\simeq\frac{2a}{r}\,\frac{\zeta(3)E}{2}\,\frac{4a^2z}{r^2}
=4\zeta(3)a^3E\,\frac{z}{r^3}.
\end{equation}
The coefficient of $z/r^3$ is the moment of the pair. Half of it gives
\begin{equation}
\beta=2\zeta(3)=2.4041,
\end{equation}
which is 1.803 times the coupled-dipole value.

\subsection*{(c) Charge and dipole of one sphere}

For an image at $Z=4an>0$, the original position is $R_0^2/Z=a/n$, inside the upper sphere. By (\ref{eq:charge}), a charge $q'$ at $Z$ maps to $q'R_0/Z$ and has moment $q'R_0^3/Z^2$ about the contact. A dipole is the limit of two opposite charges, so its mapped charge and moment follow by differentiation with respect to $Z$:
\begin{align}
q_n&=P'\frac{d}{dZ}\frac{R_0}{Z}=-\frac{P'R_0}{Z^2}=\frac{Ea^2}{n^2},\\
m_n&=P'\frac{d}{dZ}\frac{R_0^3}{Z^2}=-\frac{2P'R_0^3}{Z^3}=\frac{2Ea^3}{n^3}.
\end{align}
The upper sphere therefore has
\begin{equation}
Q=\zeta(2)Ea^2=1.6449\,Ea^2,\qquad m=2\zeta(3)Ea^3 ,
\end{equation}
and the lower sphere has charge $-Q$. Moving the reference point from the contact to the centre subtracts $Qa$:
\begin{equation}
p_{\rm own}=[2\zeta(3)-\zeta(2)]Ea^3=0.7592\,Ea^3 .
\end{equation}
This is less than the moment $Ea^3$ of an isolated sphere. The larger response of the pair thus does not consist of two larger local dipoles. Of the total moment, the fraction $\zeta(2)/2\zeta(3)=0.684$ comes from charges $\pm Q$ placed at the two centres.

\subsection*{(d) Multipoles or charge transfer?}

Set $a=E=1$ and let the centre distance be $d$. Write the potential made by the upper sphere as $\sum_lA_lP_l(\cos\theta)/r^{l+1}$ about its centre. The lower sphere is its odd mirror image. On the axis, at height $x$ above the upper centre, the lower sphere contributes
\begin{equation}
-\sum_l\frac{(-1)^lA_l}{(d+x)^{l+1}}
=-\sum_{k,l}K_{kl}A_lx^k,\qquad
K_{kl}=\frac{(-1)^{k+l}}{d^{k+l+1}}\binom{k+l}{k}.
\end{equation}
The factor $(-1)^l$ arises because the mirrored polar angle is measured from $-z$. An axial harmonic function is fixed by its axis values, so $x^k$ becomes $r^kP_k$. Let the spheres have potentials $\pm V$. Matching each $P_k$ at $r=1$ gives
\begin{equation}
M\mathbf A=\mathbf b+V\mathbf e_0,\qquad M=1-K,\qquad \mathbf b=(d/2,1,0,\ldots).
\label{eq:M}
\end{equation}
Here $\mathbf e_0$ has a one in the charge position and zeros elsewhere. Half the pair moment is $A_0d/2+A_1$, so $\beta=\mathbf b\cdot\mathbf A$.

The matrix $M$ is symmetric. It is also positive, because $\mathbf A\cdot M\mathbf A$ is the electrostatic energy of the surface charges. To see this, note that multipole $l$ has surface potential $A_lP_l$ and charge density $(2l+1)A_lP_l/4\pi$, hence self-energy $A_l^2/2$ on each sphere; the mutual energy is $-\mathbf A\cdot K\mathbf A$. At contact each truncation is positive, but its smallest eigenvalue tends to zero as the order grows. For connected spheres $V=0$, and completing the square gives
\begin{equation}
\beta=\max_{\mathbf x}\left(2\mathbf b\cdot\mathbf x-\mathbf x\cdot M\mathbf x\right).
\end{equation}
Omitting multipoles restricts $\mathbf x$ and can only lower the maximum. Neutral spheres have the further restriction $x_0=0$.

At contact, keeping charge and dipole gives
\begin{equation}
\begin{pmatrix}1/2&1/4\\1/4&3/4\end{pmatrix}
\begin{pmatrix}q\\p\end{pmatrix}=\begin{pmatrix}1\\1\end{pmatrix}.
\end{equation}
The determinant is $5/16$, so $q=(1/2)/(5/16)=8/5$ and $p=(1/4)/(5/16)=4/5$. Thus $\beta=12/5$, only 0.17\% below $2\zeta(3)$. Deleting $q$ leaves $3p/4=1$, the result of (a). Higher truncations give:
\begin{center}
\begin{tabular}{rcc}
highest $l$ & charge allowed & each sphere neutral\\
1 & 2.4000 & 1.3333\\
3 & 2.4041 & 1.4818\\
10 & 2.4041 & 1.6900\\
100 & 2.4041 & 1.9416\\
800 & 2.4041 & 2.0603
\end{tabular}
\end{center}
Allowing charge transfer at dipole order already supplies 99.6\% of the difference between (a) and (b), and higher multipoles then add only the small rest. In this sense the difference is due mainly to charge transfer. The split depends on the order of the steps: if each sphere is kept neutral, higher multipoles alone also raise $\beta$ towards $2\zeta(3)$, but extremely slowly, as the last column shows and part (e) explains. The comparison of $4/3$ with $2\zeta(3)$ changes the electrical constraint as well as the multipole order.

\subsection*{(e) Separately neutral spheres}

For a finite gap, $d=2+s/a$. Let $\mathbf x=M^{-1}\mathbf b$ be the connected solution, with $\beta_c=\mathbf b\cdot\mathbf x$ and charge $g=x_0$. Let $C=(M^{-1})_{00}$ be the charge on the upper sphere for $V=1$ without applied field. Neutrality requires $g+VC=0$, so $V=-g/C$. Since $M$ is symmetric, $\mathbf b\cdot M^{-1}\mathbf e_0=g$, and
\begin{equation}
\beta_n=\beta_c+Vg=\beta_c-\frac{g^2}{C}.
\label{eq:neutral}
\end{equation}
As a check, $\beta_n$ is also the maximum in part (d) with $x_0=0$. At large separation $M\to1$, and the maximum of $2x_1-\mathbf x\cdot\mathbf x$ is 1, as for isolated spheres.

To find $C$, place a grounded plane midway between the spheres, at distance $h=1+s/2a=\cosh\mu$ from each centre. Start with a unit charge at the upper centre, $z_1=h$ above the plane. Reflection in the plane and then in the sphere gives
\begin{equation}
q_{n+1}=\frac{q_n}{h+z_n},\qquad z_{n+1}=h-\frac1{h+z_n}.
\end{equation}
With $w_n=1/q_n$, the first relation is $h+z_n=w_{n+1}/w_n$. The second, with $n$ lowered by one, is $z_n=h-w_{n-1}/w_n$. Eliminating $z_n$,
\begin{equation}
w_{n+1}=2\cosh\mu\,w_n-w_{n-1},\qquad w_1=1,\quad w_2=2\cosh\mu .
\end{equation}
The solution is $w_n=\sinh n\mu/\sinh\mu$, and therefore
\begin{equation}
C=\sinh\mu\sum_{n=1}^\infty\frac1{\sinh n\mu}.
\end{equation}

For a small gap $\mu^2\simeq s/a$. Separate $e^{-y}/y$ from $1/\sinh y$, where $y=n\mu$. The separated part sums to $-\ln(1-e^{-\mu})\simeq-\ln\mu$. The remainder is finite at $y=0$, and its sum becomes
\begin{equation}
\int_0^\infty\left(\frac1{\sinh y}-\frac{e^{-y}}y\right)dy
=\lim_{\varepsilon\to0}\left[\ln\frac2\varepsilon+\gamma+\ln\varepsilon\right]
=\ln2+\gamma ,
\end{equation}
with $\gamma$ Euler's constant. Hence, to leading order in $s/a$,
\begin{equation}
C\simeq\frac12\ln\frac{4a}{s}+\gamma,\qquad
\beta_n\simeq2\zeta(3)-\frac{\zeta(2)^2}{\frac12\ln(4a/s)+\gamma}.
\end{equation}
The neutral pair approaches $2\zeta(3)$ only logarithmically. At $s/a=10^{-3}$ this law gives $\beta_n=1.831$, and the multipole equations give 1.833.

\subsection*{(f) A resistive bridge and tunnelling}

Restore units and the host. The free charge on the upper sphere is $q_f=\epsilon_h(gEa^2+CaV)$. The voltage across the bridge is $2V$, so
\begin{equation}
\frac{dq_f}{dt}=-\frac{2V}{R}=-\frac{q_f-\epsilon_hgEa^2}{\tau},\qquad
\tau=\frac{R\epsilon_hCa}{2}.
\end{equation}
For time dependence $e^{-i\omega t}$, $q_f=\epsilon_hgEa^2/(1-i\omega\tau)$. Solving for $V$ and using $\beta=\beta_c+gV/(Ea)$,
\begin{equation}
\beta(\omega)=\beta_c-\frac{g^2}{C}\left[1-\frac1{1-i\omega\tau}\right].
\end{equation}
This is one Debye relaxation step, from $\beta_c$ at low frequency to $\beta_n$ at high frequency. The bridge is assumed too thin to alter the electrostatics.

For tunnelling, take a rectangular barrier of height $\phi$, electron mass $m$, and a voltage small compared with $\phi/e$. Let $\kappa=\sqrt{2m\phi}/\hbar$. Near the axis the local gap is $u=s+\rho^2/a$, so an area element is $\pi a\,du$. With unit prefactor in the transmission and transverse wavenumber $k$,
\begin{equation}
G=\frac{2e^2}{h}\int_s^\infty\pi a\,du\int_0^\infty\frac{k\,dk}{2\pi}\,e^{-2u\sqrt{\kappa^2+k^2}},
\end{equation}
where $h=2\pi\hbar$ from here on. Using $\sqrt{\kappa^2+k^2}$ as variable, the inner integral is $(1+2\kappa u)e^{-2\kappa u}/(8\pi u^2)$. Since $(1+2\kappa u)e^{-2\kappa u}/u^2=-d(e^{-2\kappa u}/u)/du$,
\begin{equation}
G=\frac{e^2}{h}\,\frac{a}{4s}\,e^{-2\kappa s}.
\end{equation}
Setting $R=1/G$ and $\omega\tau=1$ gives an equation for the crossover gap:
\begin{equation}
s=\frac1{2\kappa}\ln\frac{e^2}{4\pi\hbar\omega\epsilon_hCs}.
\end{equation}
The radius enters only through the logarithm in $C$.

\subsection*{(g) Metal-filled silicone}

At $s/a=10^{-3}$ the multipole equations give $g=1.6454$, $C=4.7251$ and $\beta_c=2.4055$. Equation (\ref{eq:neutral}) then gives $\beta_n=2.4055-1.6454^2/4.7251=1.8325$. Half the pair moment is $\epsilon_h\beta a^3E$:
\begin{center}
\begin{tabular}{lcc}
model & $\beta$ & half-pair moment ($e\,\mu$m)\\
coupled dipoles at contact & 1.333 & $2.50\times10^4$\\
neutral, 10 nm gap & 1.833 & $3.44\times10^4$\\
touching & 2.404 & $4.51\times10^4$
\end{tabular}
\end{center}
The touching polarizability is $2.404\times(10\ \mu{\rm m})^3=2404\ \mu{\rm m}^3$ per sphere. About 3080 electrons pass between the spheres. Thermal charge noise at 300 K, estimated for a bridged pair with the 10 nm gap, is 34 electrons rms, or about 1\% of this.

Let a volume fraction $f=0.01$ of spheres form pairs aligned with the field. Their number density is $3f/4\pi a^3$, so the dilute relative rise in permittivity is $3f\beta$. It is 4.0\% for coupled dipoles, 5.5\% for neutral pairs and 7.2\% for touching pairs. In the Clausius--Mossotti estimate, the local field of other pairs would raise the last increment by roughly $f\beta=2.4\%$ of itself.

Since $Ea=0.1$ V, the voltage across the neutral gap is $2(1.645/4.725)(0.1\ {\rm V})=0.070$ V. The mean gap field is 0.070 MV/cm, about 700 times the applied field. If the gap had the bulk breakdown strength of the host, roughly 0.2 MV/cm, the insulating-gap model would reach its limit at an applied field near $3\times10^{-4}$ MV/cm. The gap voltage would then be only 0.2 V, so a bulk strength is an uncertain guide for so thin a layer.

A bridge with one conductance quantum has $R=h/2e^2$ and gives $\tau=92$ ps, so at 1 kHz it is effectively a short circuit. Even 22 G$\Omega$ gives only $\omega\tau=1$. Direct tunnelling across 10 nm is negligible: for a rough rectangular barrier of 3 eV, without image lowering and at zero temperature, $\omega\tau\sim10^{69}$. At 300 K thermal emission over this barrier carries far more current than the tunnelling does. Counting only the region where the local gap is below 11 nm, it gives $\omega\tau\sim10^{41}$, and a larger emitting area lowers this by a few orders; the gap still insulates. For this rectangular barrier $\kappa=8.87$ nm$^{-1}$, and the crossover comes at $s\simeq1.2$ nm, where $\beta_n=1.94$. This gap is only an estimate: image forces, neglected here, lower the barrier. If the host screens them with a permittivity between 2 and 2.7, they move the crossover to between 1.4 and 1.5 nm. Barriers of 2 to 4 eV, with or without this lowering, place it between about 1 and 1.9 nm. These values use the free-electron mass; half that mass moves the 3 eV crossover to about 1.7 nm, or about 2.0 nm with image lowering at permittivity 2. At the stated applied field the mean gap field of the neutral pair passes 0.2 MV/cm once the gap is below about 3 nm, and it reaches 0.48 MV/cm at 1.2 nm. The gap voltage there is only 0.06 V, so bulk breakdown need not apply, but the estimate assumes that tunnelling is the only conduction path at such fields. The exponential changes tenfold over $\ln10/2\kappa=0.13$ nm. At 1 kHz, closing the gap therefore takes the pair from about 1.94 to 2.40 within a few tenths of a nanometre, long before the logarithmic law could do so.

These inputs are rough values for a small-signal measurement on metal particles in silicone. The filler fraction is deliberately low; the dilute formula fails at the much higher fractions at which compact particles usually form conducting networks. Real particles may have oxide films, rough surfaces and uncertain contacts. One assumption that matters is that a pair is either isolated or connected: for aligned pairs with the stated gap, this choice moves the permittivity rise between 5.5\% and 7.2\%. The field also penetrates the metal, over a rough screening length $\lambda=0.06$ nm. Just inside the surface it is $\epsilon_h$ times the gap field, so the extra voltage drop acts like a gap wider by $\epsilon_h\lambda$ on each side. In the small-gap law this lowers $\beta_n$ by only 0.002 at the 10 nm gap, but by about 0.01 at the 1.2 nm crossover. At a much stronger field of $10^{-2}$ MV/cm, the linear model would put about 7 MV/cm across the gap. Conduction or breakdown must then be included, and neither $\beta_n$ nor a fixed $R$ can be assumed. The numerical output lists the main input values.

\section*{Values computed for the example and the checks}
\begin{verbatim}
TOUCHING SPHERES (beta = polarizability per sphere / a^3)
beta, coupled neutral dipoles: 1.333333
beta, 2 zeta(3): 2.404114; multipoles to 80: 2.404114
ratio of 2 zeta(3) to dipole value: 1.8031
charge / (E a^2): 1.644934; zeta(2): 1.644934
own-centre dipole / (E a^3): 0.759180
share of beta from transferred charge: 0.6842
charge+dipole model: q=1.6000, p=0.8000, beta=2.4000
its shortfall from 2 zeta(3): 0.171 %
largest surface potential of images / (E a): 4.0e-09
highest multipole, beta connected, beta neutral:
     1  2.400000  1.333333
     2  2.403670  1.414966
     3  2.404083  1.481806
     5  2.404113  1.574511
    10  2.404114  1.690017
    30  2.404114  1.832270
   100  2.404114  1.941582
   800  2.404114  2.060266
EXAMPLE INPUTS (rough typical values)
radius 10 um, gap 10 nm, host permittivity 2.7
field 1.0e-04 MV/cm, frequency 1 kHz, temperature 300 K
barrier 3.0 eV, host breakdown 0.2 MV/cm
filler fraction 0.01, screening length 0.06 nm
EXAMPLE RESULTS
g at this gap: 1.64540; C at this gap: 4.72508
C from small-gap law: 4.72424
beta bridged: 2.40548; beta neutral: 1.83251
beta neutral, small-gap law: 1.83136
cutoff shift of beta neutral, 600 to 900: 2.2e-16
half-pair moment, coupled dipoles: 2.5001e+04 e um
half-pair moment, neutral at gap: 3.4360e+04 e um
half-pair moment, touching: 4.5078e+04 e um
electrons transferred at contact: 3084
permittivity rise, dipoles: 4.00 %
permittivity rise, neutral at gap: 5.50 %
permittivity rise, touching: 7.21 %
NEGLECTED EFFECTS
gap voltage 0.0696 V, mean gap field 0.0696 MV/cm
gap field / applied field: 696.5
applied field at breakdown: 2.87e-04 MV/cm
bridge of one conductance quantum: tau = 91.6 ps
bridge resistance for omega tau = 1: 22.4 Gohm
decay constant kappa: 8.874 1/nm
log10(omega tau) for tunnelling at the example gap: 68.7
gap where tunnelling gives omega tau = 1: 1.190 nm
beta neutral there: 1.9367; voltage: 0.0568 V
thermal charge noise of bridged pair: 33.8 electrons rms
shift of beta neutral by metal screening: -0.0019
local-field correction, touching: 2.40 %
\end{verbatim}
